# Resistance of a nanoscale contact from its specific contact resistivity: a program that tests the result

```python
"""Resistance of a small metal-semiconductor contact.

Result under test: uniform injection through area A gives R0 = rho_c/A,
which is 500 ohm for rho_c = 1e-9 ohm cm^2 and A = 10 nm x 20 nm.
With side entry through a thin layer of sheet resistance R_s,
    R = rho_c/(W*L_T) * coth(L/L_T),   L_T = sqrt(rho_c/R_s),
where L is the contact length along the flow and W its width.
R is the entry-edge voltage divided by the total current.
The formulas are compared with a resistor ladder that uses only
local Ohm's law and current conservation. Internal units are SI.
"""
import numpy as np
from scipy.constants import centi, micro, nano
from scipy.linalg import solve_banded


def ladder(rho_c, sheet, length, width, cells=1000):
    """Solve the side-entry contact for unit total current."""
    dx = length / cells
    g_contact = dx * width / rho_c
    g_layer = width / (sheet * dx)
    half_cell = sheet * dx / (2 * width)
    bands = np.zeros((3, cells))
    bands[0, 1:] = -g_layer
    bands[1, :] = g_contact + 2 * g_layer
    bands[1, 0] -= g_layer
    bands[1, -1] -= g_layer
    bands[2, :-1] = -g_layer
    source = np.zeros(cells)
    source[0] = 1.0
    v = solve_banded((1, 1), bands, source)
    front = v[0] + half_cell
    interface_part = g_contact * np.sum(v**2)
    layer_part = g_layer * np.sum(np.diff(v)**2) + half_cell
    return front, front / v[-1], interface_part, layer_part


def side_entry_formula(rho_c, sheet, length, width):
    transfer = np.sqrt(rho_c / sheet)
    return rho_c / (width * transfer) / np.tanh(length / transfer)


rho_c = 1e-9 * centi**2
short_side, long_side = 10 * nano, 20 * nano
area = short_side * long_side
r_uniform = rho_c / area
current = 10 * micro
sheet = 200.0
allowed_excess = 0.05

# Uniform limit: the layer is made almost perfectly conducting.
r_limit = ladder(rho_c, 0.01, long_side, short_side)[0]
assert abs(r_limit / r_uniform - 1) < 1e-4
assert abs(r_uniform - 500) < 1e-6

r_smaller = rho_c / ((short_side - nano) * (long_side - nano))

print("UNIFORM INJECTION")
print(f"specific contact resistivity = {rho_c / centi**2:.1e} ohm cm^2")
print(f"same resistivity = {rho_c / nano**2:.3e} ohm nm^2")
print(f"contact area = {area / nano**2:.1f} nm^2")
print(f"resistance R0 = {r_uniform:.1f} ohm")
print(f"ladder, R_s = 0.01 ohm/square: R = {r_limit:.2f} ohm")
print(f"chosen current = {current / micro:.1f} microampere")
print(f"current density = {current / area * centi**2:.2e} A/cm^2")
print(f"voltage drop = {current * r_uniform * 1e3:.2f} mV")
print(f"R0 with both sides 1 nm shorter = {r_smaller:.1f} ohm")
print(f"relative rise from that = {100*(r_smaller/r_uniform-1):.1f} %")

print("SIDE ENTRY")
transfer = np.sqrt(rho_c / sheet)
print(f"chosen sheet resistance R_s = {sheet:.0f} ohm/square")
print(f"transfer length L_T = {transfer / nano:.2f} nm")

for length, width in ((long_side, short_side), (short_side, long_side)):
    r_ladder, j_ratio, r_int, r_layer = ladder(
        rho_c, sheet, length, width)
    r_formula = side_entry_formula(rho_c, sheet, length, width)
    ratio_formula = np.cosh(length / transfer)
    # The cell-centred ladder has an error of order (dx/L_T)^2.
    assert abs(r_ladder / r_formula - 1) < 1e-6
    assert abs(j_ratio / ratio_formula - 1) < 1e-6
    assert abs((r_int + r_layer) / r_ladder - 1) < 1e-7
    assert r_int > r_uniform

    # Weak-crowding law: one third of the layer resistance is added.
    weak_sheet = 2.0
    weak_r = ladder(rho_c, weak_sheet, length, width)[0]
    fraction = (weak_r - r_uniform) / (weak_sheet * length / width)
    assert abs(fraction - 1 / 3) < 1e-3

    # Largest sheet resistance for the allowed relative excess.
    sheet_max = 3 * allowed_excess * rho_c / length**2
    excess = ladder(rho_c, sheet_max, length, width)[0] / r_uniform - 1
    assert 0.049 < excess < allowed_excess

    r_third = r_uniform + sheet * length / (3 * width)
    print(f"-- L = {length / nano:.0f} nm, W = {width / nano:.0f} nm")
    print(f"L/L_T = {length / transfer:.4f}")
    print(f"R from coth formula = {r_formula:.2f} ohm")
    print(f"R from ladder = {r_ladder:.2f} ohm")
    print(f"R from one-third rule = {r_third:.2f} ohm")
    print(f"excess over R0 = {100 * (r_formula/r_uniform - 1):.1f} %")
    print(f"entry/far-end current density = {ratio_formula:.3f}")
    print(f"interface part of R = {r_int:.2f} ohm")
    print(f"layer part of R = {r_layer:.2f} ohm")
    print(f"added fraction of layer resistance, "
          f"R_s = {weak_sheet:.0f} ohm/square: {fraction:.4f}")
    print(f"R_s limit for 5 % excess = {sheet_max:.1f} ohm/square")
    print(f"ladder excess at that limit = {100 * excess:.2f} %")

print("PASS")
```

Running it gives:

```
UNIFORM INJECTION
specific contact resistivity = 1.0e-09 ohm cm^2
same resistivity = 1.000e+05 ohm nm^2
contact area = 200.0 nm^2
resistance R0 = 500.0 ohm
ladder, R_s = 0.01 ohm/square: R = 500.01 ohm
chosen current = 10.0 microampere
current density = 5.00e+06 A/cm^2
voltage drop = 5.00 mV
R0 with both sides 1 nm shorter = 584.8 ohm
relative rise from that = 17.0 %
SIDE ENTRY
chosen sheet resistance R_s = 200 ohm/square
transfer length L_T = 22.36 nm
-- L = 20 nm, W = 10 nm
L/L_T = 0.8944
R from coth formula = 626.72 ohm
R from ladder = 626.72 ohm
R from one-third rule = 633.33 ohm
excess over R0 = 25.3 %
entry/far-end current density = 1.427
interface part of R = 506.14 ohm
layer part of R = 120.58 ohm
added fraction of layer resistance, R_s = 2 ohm/square: 0.3332
R_s limit for 5 % excess = 37.5 ohm/square
ladder excess at that limit = 4.95 %
-- L = 10 nm, W = 20 nm
L/L_T = 0.4472
R from coth formula = 532.90 ohm
R from ladder = 532.90 ohm
R from one-third rule = 533.33 ohm
excess over R0 = 6.6 %
entry/far-end current density = 1.102
interface part of R = 500.43 ohm
layer part of R = 32.47 ohm
added fraction of layer resistance, R_s = 2 ohm/square: 0.3333
R_s limit for 5 % excess = 150.0 ohm/square
ladder excess at that limit = 4.95 %
PASS
```
